# Collinear spin-density functionals break rotational invariance under spin-orbit coupling: a numerical check

```python
# Result under test: with spin-orbit coupling, a local functional of (n, |m_z|)
# depends on molecular orientation, whereas one of (n, |m|) does not.
# n: electron density; m: spin magnetization density, in units of hbar/2.
# Model: p-shell spinors, sigma-pi splitting DELTA, spin-orbit constant ZETA,
# Hartree energy and local spin-density exchange. Hartree atomic units.
# Coefficients are ordered (x up, x down, y up, y down, z up, z down).
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize
from scipy.spatial.transform import Rotation

EV = physical_constants["Hartree energy in eV"][0]
EXPONENT, DELTA, ZETA = 1.0, 0.10, 0.05
ANGLES = [0, 30, 60, 90]
# Fractional powers at orbital nodes limit the angular quadrature accuracy.
GRID_TOL = 3e-5
rng = np.random.default_rng(12)

# Angular quadrature on the unit sphere
N_THETA, N_PHI = 28, 56
nodes, node_weights = np.polynomial.legendre.leggauss(N_THETA)
cos_t = np.repeat(nodes, N_PHI)
sin_t = np.sqrt(1 - cos_t**2)
phi = np.tile(2*np.pi*(np.arange(N_PHI) + 0.5)/N_PHI, N_THETA)
rhat = np.stack([sin_t*np.cos(phi), sin_t*np.sin(phi), cos_t], axis=1)
weight = np.repeat(node_weights, N_PHI)*2*np.pi/N_PHI
chi = np.sqrt(3/(4*np.pi))*rhat
quadrupole = (3*rhat[:, :, None]*rhat[:, None, :] - np.eye(3))/2
quadrupole = quadrupole.reshape(-1, 9)

# Radial integrals for R(r) proportional to r exp(-EXPONENT r)
def radial_density(r):
    return (2*EXPONENT)**5/24*r**2*np.exp(-2*EXPONENT*r)

def slater_integral(k):
    def outer(r):
        inner = quad(lambda q: radial_density(q)*q**(2 + k), 0, r)[0]
        return radial_density(r)*r**(1 - k)*inner
    return 2*quad(outer, 0, 40)[0]

F0, F2 = slater_integral(0), slater_integral(2)
RADIAL_X = quad(lambda r: radial_density(r)**(4/3)*r**2, 0, 40)[0]
A_X = 0.75*(3/np.pi)**(1/3)

# Spin and orbital operators
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
orbital_l = -1j*levi
l_dot_s = sum(np.kron(orbital_l[k], sigma[k]) for k in range(3))/2

def hamiltonian(axis, zeta):
    return DELTA*np.kron(np.outer(axis, axis), np.eye(2)) + zeta*l_dot_s

def rotation_pair(vector):
    vector = np.asarray(vector, dtype=float)
    space = Rotation.from_rotvec(vector).as_matrix()
    spin = expm(-0.5j*np.einsum("k,kab->ab", vector, sigma))
    return space, spin

def joint_rotation(vector):
    return np.kron(*rotation_pair(vector))

def spin_fields(orbitals, directions=rhat):
    values = (np.sqrt(3/(4*np.pi))*directions) @ orbitals.reshape(3, -1)
    values = values.reshape(len(directions), 2, -1)
    up, down = values[:, 0], values[:, 1]
    n_up = np.sum(np.abs(up)**2, axis=1)
    n_down = np.sum(np.abs(down)**2, axis=1)
    cross = np.sum(up.conj()*down, axis=1)
    m = np.stack([2*cross.real, 2*cross.imag, n_up - n_down], axis=1)
    return n_up + n_down, m, values

def exchange_energy(orbitals, kind):
    n, m, _ = spin_fields(orbitals)
    s = np.abs(m[:, 2]) if kind == "collinear" else np.linalg.norm(m, axis=1)
    plus, minus = n + s, np.maximum(n - s, 0)
    integrand = plus*np.cbrt(plus) + minus*np.cbrt(minus)
    return -A_X/2*RADIAL_X*(weight @ integrand)

def energy_gradient(x, h, kind):
    size = np.linalg.norm(x)
    c = (x[:6] + 1j*x[6:])/size
    n, m, values = spin_fields(c[:, None])
    if kind == "collinear":
        s = m[:, 2]
        unit = np.tile([0.0, 0.0, 1.0], (len(n), 1))
    else:
        s = np.linalg.norm(m, axis=1)
        unit = m/np.maximum(s, 1e-30)[:, None]
    plus, minus = np.maximum(n + s, 0), np.maximum(n - s, 0)
    root_p, root_m = np.cbrt(plus), np.cbrt(minus)
    e_x = -A_X/2*RADIAL_X*(weight @ (plus*root_p + minus*root_m))
    q = (weight*n) @ quadrupole
    e_h = F0/2 + F2/3*(q @ q)
    energy = np.vdot(c, h @ c).real + e_h + e_x
    scalar = 2*F2/3*(quadrupole @ q) - 2/3*A_X*RADIAL_X*(root_p + root_m)
    b = (-2/3*A_X*RADIAL_X*(root_p - root_m))[:, None]*unit
    up, down = values[:, 0, 0], values[:, 1, 0]
    v_up = (scalar + b[:, 2])*up + (b[:, 0] - 1j*b[:, 1])*down
    v_down = (scalar - b[:, 2])*down + (b[:, 0] + 1j*b[:, 1])*up
    action = chi.T @ (weight[:, None]*np.stack([v_up, v_down], axis=1))
    g = 2*(h @ c + action.reshape(6))
    g -= c*np.vdot(c, g).real
    return energy, np.concatenate([g.real, g.imag])/size

def relax(h, kind, starts=8):
    start_rng = np.random.default_rng(7)
    best = None
    for _ in range(starts):
        trial = minimize(energy_gradient, start_rng.normal(size=12),
                         args=(h, kind), jac=True, method="BFGS",
                         options={"gtol": 1e-7, "maxiter": 150})
        if best is None or trial.fun < best.fun:
            best = trial
    x = best.x/np.linalg.norm(best.x)
    return best.fun, x[:6] + 1j*x[6:]

# Four-component transformation law and Dirac operator
space, spin = rotation_pair([0.4, -0.7, 0.9])
spin4 = np.kron(np.eye(2), spin)
Sigma = np.array([np.kron(np.eye(2), s) for s in sigma])
alpha = np.array([np.kron([[0, 1], [1, 0]], s) for s in sigma])
constant = rng.normal(size=4) + 1j*rng.normal(size=4)
linear = rng.normal(size=(3, 4)) + 1j*rng.normal(size=(3, 4))

def dirac_spinor(r):
    envelope = np.exp(-(r**2 @ np.array([0.3, 0.5, 0.8])))
    return (constant + r @ linear)*envelope[:, None]

def magnetization4(psi):
    return np.einsum("pa,kab,pb->pk", psi.conj(), Sigma, psi).real

points = rng.normal(size=(30, 3))
original = dirac_spinor(points @ space)
rotated = original @ spin4.T
assert np.allclose(magnetization4(rotated),
                   magnetization4(original) @ space.T, atol=1e-11)
assert np.allclose(np.sum(abs(rotated)**2, axis=1),
                   np.sum(abs(original)**2, axis=1), atol=1e-11)
momentum = np.array([0.3, 0.8, -0.5])
alpha_p = np.einsum("k,kab->ab", momentum, alpha)
turned = spin4 @ alpha_p @ spin4.conj().T
assert np.allclose(turned, np.einsum("k,kab->ab", space @ momentum, alpha))
assert np.linalg.norm(turned - alpha_p) > 0.1

# The model Hamiltonian needs the joint rotation when ZETA is nonzero
z_axis = np.array([0.0, 0.0, 1.0])
h_z = hamiltonian(z_axis, ZETA)
joint = np.kron(space, spin)
spin_only = np.kron(np.eye(3), spin)
assert np.allclose(joint @ h_z @ joint.conj().T,
                   hamiltonian(space @ z_axis, ZETA))
assert np.linalg.norm(spin_only @ h_z @ spin_only.conj().T - h_z) > 0.01
h_free = hamiltonian(z_axis, 0)
assert np.allclose(spin_only @ h_free @ spin_only.conj().T, h_free)
assert np.allclose(np.linalg.eigvalsh(l_dot_s), [-1, -1, .5, .5, .5, .5])

# Hartree reduction and functional derivatives
x_test = rng.normal(size=12)
c_test = (x_test[:6] + 1j*x_test[6:])/np.linalg.norm(x_test)
n_test, m_test, _ = spin_fields(c_test[:, None])
assert np.allclose(np.linalg.norm(m_test, axis=1), n_test, atol=1e-12)
charge = weight*n_test
p2_direct = charge @ ((3*(rhat @ rhat.T)**2 - 1)/2) @ charge
q_test = charge @ quadrupole
assert abs(p2_direct - 2/3*(q_test @ q_test)) < 1e-11
for kind in ["collinear", "noncollinear"]:
    analytic = energy_gradient(x_test, h_z, kind)[1]
    numeric = []
    for step in np.eye(12)*1e-5:
        high = energy_gradient(x_test + step, h_z, kind)[0]
        low = energy_gradient(x_test - step, h_z, kind)[0]
        numeric.append((high - low)/2e-5)
    assert np.allclose(analytic, numeric, atol=1e-6)

# A partly polarized three-electron determinant
raw = rng.normal(size=(6, 3)) + 1j*rng.normal(size=(6, 3))
determinant = np.linalg.qr(raw)[0]
many_c, many_nc = [], []
for vector in [[0, 0, 0], [1.5, 0, 0], [0, 1.5, 0], [.6, -.8, 1],
               [-1, .5, .4], [.8, 1.1, -.2]]:
    moved = joint_rotation(vector) @ determinant
    many_c.append(exchange_energy(moved, "collinear"))
    many_nc.append(exchange_energy(moved, "noncollinear"))
assert np.ptp(many_nc) < GRID_TOL
assert np.ptp(many_c) > 5e-4
assert np.all(np.array(many_c) >= np.array(many_nc) - 1e-12)

# Spin-orbit eigenstates with definite angular momentum along the axis
j_axis = np.kron(orbital_l[2], np.eye(2)) + np.kron(np.eye(3), sigma[2])/2
half = np.linalg.eigh(h_z - 1e-3*j_axis)[1][:, 0]
assert abs(np.vdot(half, j_axis @ half).real - 0.5) < 1e-10
half_energy = np.vdot(half, h_z @ half).real
half_formula = (DELTA - ZETA/2
                - np.sqrt((DELTA + ZETA/2)**2 + 2*ZETA**2))/2
assert abs(half_energy - half_formula) < 1e-11
w_sigma = abs(half[4])**2
w_pi = abs(half[1])**2 + abs(half[3])**2
assert abs(w_sigma + w_pi - 1) < 1e-11
reversal = np.arctan(np.sqrt(2*w_sigma/w_pi))
polar = np.array([0, reversal, np.pi/4, np.pi/2])
directions = np.stack([np.sin(polar), 0*polar, np.cos(polar)], axis=1)
n_line, m_line, _ = spin_fields(half[:, None], directions)
texture = m_line[:, 2]/n_line
top = 2*w_sigma*np.cos(polar)**2 - w_pi*np.sin(polar)**2
bottom = 2*w_sigma*np.cos(polar)**2 + w_pi*np.sin(polar)**2
assert np.allclose(texture, top/bottom, atol=1e-10)
three_half = np.kron(np.array([1, 1j, 0])/np.sqrt(2), [1, 0])
assert np.allclose(h_z @ three_half, ZETA/2*three_half)

# Rigid rotation isolates the exchange error
frozen = []
for degree in ANGLES:
    beta = np.radians(degree)
    turn = joint_rotation([0, beta, 0])
    row = []
    for state in [half, three_half]:
        moved = (turn @ state)[:, None]
        row += [exchange_energy(moved, "collinear"),
                exchange_energy(moved, "noncollinear")]
    ratio = np.cos(beta/2)**(8/3) + np.sin(beta/2)**(8/3)
    assert abs(row[2]/row[3] - ratio) < 1e-4
    frozen.append(row + [row[2]/row[3]])
frozen = np.array(frozen)
assert np.ptp(frozen[:, 1]) < GRID_TOL and np.ptp(frozen[:, 3]) < GRID_TOL
assert np.ptp(frozen[:, 0]) > 1e-3 and np.ptp(frozen[:, 2]) > 1e-3

# Kramers partner: closed-shell control and one-electron degeneracy
partner = np.kron(np.eye(3), 1j*sigma[1]) @ half.conj()
pair = np.stack([half, partner], axis=1)
pair_m = spin_fields(pair)[1]
assert np.max(np.abs(pair_m)) < 1e-12
pair_energies = []
for degree in ANGLES:
    moved = joint_rotation([0, np.radians(degree), 0]) @ pair
    pair_energies += [exchange_energy(moved, kind)
                      for kind in ["collinear", "noncollinear"]]
assert np.ptp(pair_energies) < GRID_TOL
mixed = (half + np.exp(0.7j)*partner)/np.sqrt(2)
assert np.allclose(spin_fields(mixed[:, None])[0],
                   spin_fields(half[:, None])[0], atol=1e-12)

# Fully relaxed orientation scan
relaxed = []
for degree in ANGLES:
    beta = np.radians(degree)
    axis = np.array([np.sin(beta), 0, np.cos(beta)])
    h = hamiltonian(axis, ZETA)
    e_c, state_c = relax(h, "collinear")
    e_nc, state_nc = relax(h, "noncollinear")
    so_c = ZETA*np.vdot(state_c, l_dot_s @ state_c).real
    so_nc = ZETA*np.vdot(state_nc, l_dot_s @ state_nc).real
    x_c = exchange_energy(state_c[:, None], "collinear")
    x_nc = exchange_energy(state_nc[:, None], "noncollinear")
    relaxed.append([e_c, e_nc, so_c, x_c, so_nc, x_nc])
relaxed = np.array(relaxed)
spread_c, spread_nc = np.ptp(relaxed[:, 0]), np.ptp(relaxed[:, 1])
assert spread_nc < GRID_TOL
assert spread_c > 1e-3
assert np.all(relaxed[:, 0] > relaxed[:, 1] + 1e-4)

# Without spin-orbit coupling the two functionals must agree
control = []
for axis in [z_axis, np.array([1.0, 0.0, 0.0])]:
    for kind in ["collinear", "noncollinear"]:
        control.append(relax(hamiltonian(axis, 0), kind, starts=6)[0])
assert np.ptp(control) < GRID_TOL

print(f"Radial exponent = {EXPONENT:.2f} bohr^-1")
print(f"Sigma-pi splitting = {DELTA:.3f} hartree")
print(f"Spin-orbit constant = {ZETA:.3f} hartree")
print(f"Slater integral F0 = {F0:.6f} hartree")
print(f"Slater integral F2 = {F2:.6f} hartree")
print(f"Exchange radial integral = {RADIAL_X:.6f} bohr^-1")
print(f"Angular grid = {len(weight)} points")
print(f"Omega=1/2 one-electron energy = {half_energy:.6f} hartree")
print(f"Omega=1/2 sigma-up weight = {w_sigma:.5f} (dimensionless)")
print(f"Omega=1/2 pi-down weight = {w_pi:.5f} (dimensionless)")
print(f"Polar angle where m_axis reverses = {np.degrees(reversal):.2f} deg")
print(f"m_axis/n at 0, 45, 90 deg = {texture[0]:.4f}, "
      f"{texture[2]:.4f}, {texture[3]:.4f} (dimensionless)")
print("Rigid rotation: exchange energies in hartree")
print("angle/deg  half:col  half:noncol  3/2:col  3/2:noncol  3/2:ratio")
for degree, row in zip(ANGLES, frozen):
    print(f"{degree:3d}  " + "  ".join(f"{value:.5f}" for value in row))
print("Relaxed total energies in hartree")
print("angle/deg  collinear  noncollinear  difference")
for degree, row in zip(ANGLES, relaxed):
    print(f"{degree:3d}  {row[0]:.5f}  {row[1]:.5f}  {row[0]-row[1]:.5f}")
print("Relaxed energy parts in hartree (SO = spin-orbit, X = exchange)")
print("angle/deg  SO:col  X:col  SO:noncol  X:noncol")
for degree, row in zip(ANGLES, relaxed):
    print(f"{degree:3d}  " + "  ".join(f"{value:.5f}" for value in row[2:]))
print(f"Collinear orientation spread = {spread_c:.5f} hartree")
print(f"Collinear orientation spread = {spread_c*EV:.3f} eV")
print(f"Noncollinear orientation spread = {spread_nc:.1e} hartree")
print(f"Three-electron exchange spread, collinear = "
      f"{np.ptp(many_c):.5f} hartree")
print(f"Three-electron exchange spread, noncollinear = "
      f"{np.ptp(many_nc):.1e} hartree")
print(f"Zero spin-orbit control energy = {np.mean(control):.5f} hartree")
print(f"Zero spin-orbit control spread = {np.ptp(control):.1e} hartree")
print(f"Filled Kramers pair exchange spread = "
      f"{np.ptp(pair_energies):.1e} hartree")
print(f"Quadrature tolerance = {GRID_TOL:.1e} hartree")
print("every check passed")
```

Printed output:

```
Radial exponent = 1.00 bohr^-1
Sigma-pi splitting = 0.100 hartree
Spin-orbit constant = 0.050 hartree
Slater integral F0 = 0.363281 hartree
Slater integral F2 = 0.175781 hartree
Exchange radial integral = 0.388529 bohr^-1
Angular grid = 1568 points
Omega=1/2 one-electron energy = -0.034307 hartree
Omega=1/2 sigma-up weight = 0.06481 (dimensionless)
Omega=1/2 pi-down weight = 0.93519 (dimensionless)
Polar angle where m_axis reverses = 20.42 deg
m_axis/n at 0, 45, 90 deg = 1.0000, -0.7566, -1.0000 (dimensionless)
Rigid rotation: exchange energies in hartree
angle/deg  half:col  half:noncol  3/2:col  3/2:noncol  3/2:ratio
  0  -0.15419  -0.16040  -0.16338  -0.16338  1.00000
 30  -0.14740  -0.16040  -0.15339  -0.16338  0.93890
 60  -0.13534  -0.16040  -0.13706  -0.16338  0.83891
 90  -0.12973  -0.16040  -0.12967  -0.16338  0.79370
Relaxed total energies in hartree
angle/deg  collinear  noncollinear  difference
  0  -0.00770  -0.01098  0.00328
 30  -0.00534  -0.01098  0.00564
 60  0.00041  -0.01098  0.01139
 90  0.00238  -0.01098  0.01336
Relaxed energy parts in hartree (SO = spin-orbit, X = exchange)
angle/deg  SO:col  X:col  SO:noncol  X:noncol
  0  -0.03391  -0.16036  -0.03893  -0.16107
 30  -0.03254  -0.15985  -0.03893  -0.16107
 60  -0.02621  -0.16623  -0.03893  -0.16107
 90  -0.02288  -0.17049  -0.03893  -0.16107
Collinear orientation spread = 0.01008 hartree
Collinear orientation spread = 0.274 eV
Noncollinear orientation spread = 1.6e-13 hartree
Three-electron exchange spread, collinear = 0.01283 hartree
Three-electron exchange spread, noncollinear = 1.8e-08 hartree
Zero spin-orbit control energy = 0.01220 hartree
Zero spin-orbit control spread = 4.5e-07 hartree
Filled Kramers pair exchange spread = 6.4e-15 hartree
Quadrature tolerance = 3.0e-05 hartree
every check passed
```
